# Hyperfine Enhancement of the Transverse Nuclear Response in the NV ms = 0 State

A nitrogen-vacancy (NV) centre in diamond carries an electron spin $S=1$ coupled to the nuclear spin of its own nitrogen atom. When the electron is in the state $m_s=0$, its mean spin vanishes and, to first order, it exerts no hyperfine field on the nucleus. One might expect the nucleus to respond to a radio-frequency field as a bare nucleus would. It responds far more strongly when the field is transverse to the centre's axis, because that field also polarizes the electron, and the electron passes its polarization on to the nucleus.

Take $z$ along the centre's axis and write energies as frequencies, so that $H$ stands for energy divided by Planck's constant:

$$
\begin{aligned}
H={}&DS_z^2+\gamma_e\mathbf B\cdot\mathbf S-\gamma_n\mathbf B\cdot\mathbf I+PI_z^2\\
&+A_\parallel S_zI_z+A_\perp(S_xI_x+S_yI_y).
\end{aligned}
$$

The spin operators are dimensionless. The zero-field splitting $D$ is positive, and so is $\gamma_e$; the plus sign before it says that the electron's moment is opposite to its spin. The nuclear ratio $\gamma_n$ and the hyperfine constants $A_\parallel$, $A_\perp$ carry their own signs. The quadrupole term $P$ is absent for $I=1/2$. The hyperfine tensor is taken to be axial about $z$, as symmetry requires for the nitrogen of an unstrained centre.

At low field, meaning $\gamma_e|\mathbf B|\ll D$, and with $|A_\parallel|,|A_\perp|,|P|\ll D$, the claim is that the nucleus in the $m_s=0$ branch has the transverse gyromagnetic ratio

$$
\gamma_\perp=\gamma_n(1+\alpha),\qquad
\alpha=\frac{2\gamma_eA_\perp}{\gamma_nD}.
$$

The relative change has magnitude $2\gamma_e|A_\perp|/(|\gamma_n|D)$. The magnitude of the total response is the bare one multiplied by $|1+\alpha|$, which depends on the sign of $\alpha$ as well as on its size. For $-2<\alpha<0$ the response would even be reduced. The word enhancement is therefore justified for $\alpha>0$ or $\alpha<-2$.

To derive this, collect the terms that change $m_s$. With

$$
K_x=\gamma_eB_x+A_\perp I_x,\qquad K_y=\gamma_eB_y+A_\perp I_y,
$$

they are $V=S_xK_x+S_yK_y$. The electron thus sees the applied transverse field and the hyperfine field of the nucleus as one sum. Their product, which appears in second order, is the origin of the effect. Define $S_\pm=S_x\pm iS_y$ and $K_\pm=K_x\pm iK_y$. Electron and nuclear operators commute, so

$$
V=\tfrac12(S_+K_-+S_-K_+).
$$

For spin one, $S_\pm|0\rangle=\sqrt2\,|{\pm1}\rangle$ and $S_\mp|{\pm1}\rangle=\sqrt2\,|0\rangle$. Hence $V$ has no matrix element from $m_s=0$ to itself, and it links $m_s=0$ to $m_s=\pm1$ with the nuclear operators $K_\mp/\sqrt2$.

Write an eigenstate of energy $W$ as $|0\rangle\phi_0+|{+1}\rangle\phi_++|{-1}\rangle\phi_-$, where the $\phi$ are nuclear states. Let $h_n=-\gamma_n\mathbf B\cdot\mathbf I+PI_z^2$ and $b=\gamma_eB_z$. The three components of the eigenvalue equation are

$$
\begin{aligned}
W\phi_0&=h_n\phi_0+\tfrac1{\sqrt2}(K_+\phi_++K_-\phi_-),\\
W\phi_\pm&=(D\pm b\pm A_\parallel I_z+h_n)\phi_\pm+\tfrac1{\sqrt2}K_\mp\phi_0 .
\end{aligned}
$$

In the $m_s=0$ branch $W$ is small compared with $D$. In the second line $W$, $h_n$ and $A_\parallel I_z$ may then be dropped beside $D\pm b$, provided that $D-|b|$ also remains large compared with them and with the transverse coupling. This gives

$$
\phi_\pm=-\frac{K_\mp\phi_0}{\sqrt2\,(D\pm b)} .
$$

Inserting this in the first line yields $W\phi_0=(h_n+H_2)\phi_0$, with

$$
H_2=-\frac12\left[\frac{K_+K_-}{D+b}+\frac{K_-K_+}{D-b}\right].
$$

The order of the factors matters, because the nuclear components do not commute. The applied field is a number, so

$$
[K_x,K_y]=A_\perp^2[I_x,I_y]=iA_\perp^2I_z ,
$$

and, with $K^2=K_x^2+K_y^2$,

$$
K_+K_-=K^2-i[K_x,K_y]=K^2+A_\perp^2I_z,\qquad
K_-K_+=K^2-A_\perp^2I_z .
$$

The sum and difference of the two inverse gaps are

$$
\begin{aligned}
\frac1{D+b}+\frac1{D-b}&=\frac{2D}{D^2-b^2},\\
\frac1{D+b}-\frac1{D-b}&=-\frac{2b}{D^2-b^2}.
\end{aligned}
$$

The first multiplies $-K^2/2$ and the second multiplies $-A_\perp^2I_z/2$. Therefore

$$
H_2=-\frac{D}{D^2-b^2}K^2+\frac{A_\perp^2b}{D^2-b^2}I_z .
$$

Since $I_x^2+I_y^2=I(I+1)-I_z^2$, the square is

$$
\begin{aligned}
K^2={}&\gamma_e^2B_\perp^2+2\gamma_eA_\perp\mathbf B_\perp\cdot\mathbf I_\perp\\
&+A_\perp^2\,[I(I+1)-I_z^2].
\end{aligned}
$$

The first term shifts all nuclear levels alike. The last adds to the quadrupole term, and is a constant for $I=1/2$. The middle term is linear in both the field and the nuclear spin, just as a nuclear Zeeman term is. Together with $-\gamma_n\mathbf B_\perp\cdot\mathbf I_\perp$ it gives $-\gamma_\perp\mathbf B_\perp\cdot\mathbf I_\perp$, where

$$
\gamma_\perp=\gamma_n+\frac{2\gamma_eA_\perp D}{D^2-b^2}.
$$

For $|b|\ll D$ the fraction becomes $2\gamma_eA_\perp/D$, and the stated $\alpha$ follows. The factor 2 comes from the cross term of a square. For $|b|\ll D$ each of the two virtual states $m_s=\pm1$ supplies half of the result; in general their shares stand in the ratio $1/(D+b)$ to $1/(D-b)$.

The same calculation gives the longitudinal response. The terms in $I_z$ linear in the field are $-\gamma_nB_zI_z+A_\perp^2\gamma_eB_zI_z/(D^2-b^2)$, so that

$$
\gamma_z=\gamma_n-\frac{\gamma_eA_\perp^2}{D^2-b^2}.
$$

The hyperfine change here is smaller than the transverse one by the factor $A_\perp/(2D)$ in magnitude. A longitudinal field acts on the electron through $S_z$, and $S_z|0\rangle=0$, so it does not polarize the state $|0\rangle$ by itself; it merely unbalances the two virtual processes that the hyperfine coupling already drives.

The operator $H_2$ was tested for $I=1$ against an effective Hamiltonian built from numerically diagonalized states, with $b=0.3D$ and $A_\parallel=P=\gamma_n=0$. The coupling $A_\perp$ was $0.02D$ and then $0.01D$, with $\gamma_eB_x=0.7A_\perp$ and $\gamma_eB_y=0.4A_\perp$. In this setting $V$ must act an even number of times to return the electron to $m_s=0$, so the first neglected term is of fourth order, and halving the coupling should divide the discrepancy by about $2^4=16$. The ratio found was 15.95.

A view from the electron's side shows the mechanism and extends the result to stronger transverse fields. Let the field lie along $x$, with $B_z=0$ and $\beta=\gamma_eB_x$, and leave out the nucleus for the moment. Define

$$
|s\rangle=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2},\qquad
|a\rangle=\frac{|{+1}\rangle-|{-1}\rangle}{\sqrt2}.
$$

Then $S_x|0\rangle=|s\rangle$, $S_x|s\rangle=|0\rangle$ and $S_x|a\rangle=0$. The state $|0\rangle$ mixes with $|s\rangle$ alone, through

$$
\begin{pmatrix}0&\beta\\ \beta&D\end{pmatrix},\qquad
W_0=\frac{D-\sqrt{D^2+4\beta^2}}2 ,
$$

where $W_0$ is the lower eigenvalue. Because $\beta$ multiplies $S_x$ in the Hamiltonian, the derivative of the energy gives the mean spin:

$$
\langle S_x\rangle=\frac{dW_0}{d\beta}=-\frac{2\beta}{\sqrt{D^2+4\beta^2}} .
$$

The other two components vanish, since $S_y$ and $S_z$ connect $|0\rangle$ and $|s\rangle$ to $|a\rangle$ or to nothing. If the nucleus sees the electron through this mean value, its Hamiltonian is

$$
(-\gamma_nB_x+A_\perp\langle S_x\rangle)I_x
=-\left[\gamma_n+\frac{2\gamma_eA_\perp}{\sqrt{D^2+4\beta^2}}\right]B_xI_x .
$$

At small $\beta$ this is the earlier result. The enhancement is thus the hyperfine field of an electron spin polarized by the applied field, and $D$ measures the electron's stiffness against that polarization. At larger $\beta$ the polarization saturates. Expanding the root shows that the hyperfine part first falls by the relative amount $2\beta^2/D^2$.

For numbers, take rough, rounded parameters in the regime of an NV centre with a nitrogen-15 nucleus: $D=2870$ MHz, $A_\perp=3.7$ MHz, $A_\parallel=3.0$ MHz and $\gamma_n=-4.3$ MHz/T. The free-electron value $\gamma_e=28025$ MHz/T is used for the electron. Then

$$
\alpha=\frac{2\times28025\times3.7}{(-4.3)\times2870}=-16.8,\qquad 1+\alpha=-15.8 .
$$

The nucleus responds to a transverse field about 16 times more strongly than a bare one, and with the opposite sign: $\gamma_\perp=(-4.3)\times(-15.805)=67.96$ MHz/T. The bare moment opposes the induced part and takes one unit from the factor. With the sign of $A_\perp$ reversed and all else held fixed, the two would add, and diagonalization gives a factor of 17.8. Two systems with the same $|\alpha|$ can therefore differ in their response.

The rounding of the parameters permits no more than two figures for a real centre. More figures are useful for comparing the formula with the model itself. Diagonalizing the full Hamiltonian in a weak transverse field of 0.01 mT gives 67.997 MHz/T, slightly above the formula's 67.959 MHz/T. The difference comes from $A_\parallel$, which was dropped from the energies of the virtual states. Restoring it at $B_z=0$, and expanding to first order,

$$
\phi_\pm=-\frac1{\sqrt2}\left(\frac1D\mp\frac{A_\parallel I_z}{D^2}\right)K_\mp\phi_0 ,
$$

which adds to the effective Hamiltonian

$$
H_3=\frac{A_\parallel}{2D^2}\left(K_+I_zK_--K_-I_zK_+\right).
$$

For a field along $x$, $K_\pm=\beta+A_\perp I_\pm$. The part linear in $\beta$ is

$$
\begin{aligned}
&\frac{A_\parallel A_\perp\beta}{2D^2}\left(I_zI_-+I_+I_z-I_zI_+-I_-I_z\right)\\
&\quad=\frac{A_\parallel A_\perp\beta}{2D^2}\left([I_z,I_-]-[I_z,I_+]\right)
=-\frac{A_\parallel A_\perp\beta}{D^2}I_x ,
\end{aligned}
$$

because $[I_z,I_\pm]=\pm I_\pm$ and $I_++I_-=2I_x$. Compared with the leading term $-2A_\perp\beta I_x/D$, this is a relative change of $A_\parallel/(2D)$ in $\alpha$. Its value is $3.0/5740$, or 0.0523 %, against 0.0521 % from diagonalization.

Saturation is a larger effect when the transverse field is strong. At 20 mT, $\langle S_x\rangle=-0.364$, and the mean-field expression gives

$$
\gamma_\perp=-4.3+\frac{3.7\times0.3638}{0.020}=63.0\ \text{MHz/T},
$$

about 7 % below the low-field value. Diagonalization also gives 63.0 MHz/T.

Now let a strong static field lie along the axis, and let the transverse field be a weak drive. Consider $I=1/2$ and a drive $B_1\sin(2\pi\nu t)$ along $x$, which couples through the operator $\gamma_eS_x-\gamma_nI_x$. The hyperfine term $\tfrac12A_\perp(S_+I_-+S_-I_+)$ mixes the two nuclear states of the $m_s=0$ branch with other electron states. To first order,

$$
\begin{aligned}
|\tilde\uparrow\rangle&=|0,\uparrow\rangle-\frac{A_\perp}{\sqrt2(D+b)}|{+1},\downarrow\rangle,\\
|\tilde\downarrow\rangle&=|0,\downarrow\rangle-\frac{A_\perp}{\sqrt2(D-b)}|{-1},\uparrow\rangle .
\end{aligned}
$$

Since $\langle0|S_x|{\pm1}\rangle=1/\sqrt2$, the electron operator, which cannot flip a bare nuclear spin, has the matrix element

$$
\begin{aligned}
\langle\tilde\uparrow|S_x|\tilde\downarrow\rangle
&=-\frac{A_\perp}2\left[\frac1{D-b}+\frac1{D+b}\right]\\
&=-\frac{A_\perp D}{D^2-b^2}.
\end{aligned}
$$

Adding the direct nuclear part, $-\gamma_n/2$, gives

$$
\langle\tilde\uparrow|\gamma_eS_x-\gamma_nI_x|\tilde\downarrow\rangle=-\frac{\gamma_\perp}2 ,
$$

with the same $\gamma_\perp$ as before. The sine is a sum of two rotating terms of half its amplitude. On resonance one of them is stationary in the frame that follows the nuclear precession, and the other averages out if $\nu$ is much larger than the Rabi frequency. The remaining coupling has magnitude $g=|\gamma_\perp|B_1/4$. Two degenerate levels coupled by $g$ exchange population as $\sin^2(2\pi gt)=\sin^2(\pi f_Rt)$, so the Rabi frequency and the time of a full flip are

$$
f_R=\frac{|\gamma_\perp|B_1}2,\qquad t_\pi=\frac1{2f_R}=\frac1{|\gamma_\perp|B_1}.
$$

Let the axial field be 10 mT. Then $b=280$ MHz, which raises the magnitude of $\alpha$ by 0.96 % and gives $\gamma_\perp=68.7$ MHz/T. The longitudinal ratio is $-4.347$ MHz/T, so the nuclear resonance lies at $4.347\times0.010$ MHz, or 43.5 kHz. Of this, 0.47 kHz is due to the hyperfine coupling. A drive of amplitude 0.1 mT gives

$$
f_R=\tfrac12\times68.655\times10^{-4}\ \text{MHz}=3.43\ \text{kHz},\qquad t_\pi=146\ \mu\text{s}.
$$

A bare nucleus with the same $\gamma_n$ and the same drive amplitude would need about 2300 μs. Propagating all six levels of the model in time, without the rotating-frame approximation, gives a Rabi frequency of 3.434 kHz, against 3.433 kHz from the formula, and a flip probability of 0.999 after the calculated time; starting the drive at another phase shifts this probability by about 0.001.

A nucleus with $I=1$ provides a second case, since its levels are also split by the quadrupole term. The operator $H_2$ holds for any $I$, so the transverse coupling is again $\gamma_\perp$, up to relative corrections of order $A_\parallel/D$ and $P/D$. For rough parameters in the nitrogen-14 regime, $\gamma_n=3.1$ MHz/T, $A_\perp=-2.7$ MHz, $A_\parallel=-2.1$ MHz and $P=-5.0$ MHz, the formula gives $\alpha=-17.0$. The transition between $m_I=0$ and $m_I=+1$, computed from the diagonalized states in an axial field of 1 mT, is enhanced by a factor of 16.0. Changing the sign of $A_\perp$ alone makes it 18.0. The difference of two units is once more the bare moment, subtracted in one case and added in the other.

The difference between $\gamma_\perp$ and $\gamma_z$ makes the nucleus sensitive to misalignment of the static field. For $I=1/2$ and a weak field in the $xz$ plane, tilted only slightly from the axis, the effective Hamiltonian is close to $-(\gamma_\perp B_xI_x+\gamma_zB_zI_z)$ apart from a constant. At larger tilts the electron also acquires a mean $S_z$, which acts on the nucleus through $A_\parallel$; at 10 mT and 45° this lowers the magnitude of the longitudinal ratio by about 6 %. For a slight tilt, the nuclear spin in the lower state of the effective Hamiltonian points along the vector $(\gamma_\perp B_x,0,\gamma_zB_z)$, hence

$$
\frac{\langle I_x\rangle}{\langle I_z\rangle}=\frac{\gamma_\perp B_x}{\gamma_zB_z}.
$$

If the 10 mT field is tilted by 1°, the ratio is $(68.66/{-4.347})\tan1^\circ=-0.276$, and diagonalization gives the same value to three figures. The nuclear axis is tilted by 15.4° from the centre's axis, to the side opposite the field, because the two gyromagnetic ratios have opposite signs. A nuclear spin prepared along $z$ would then precess about the tilted axis instead of remaining stationary, although the field itself is almost aligned.

These parameters are typical, to the rounding used, of an NV centre near room temperature, and an enhancement of roughly 16 is what the model predicts for it. Small strain and moderate warming change it only slightly. Strain adds a term $E(S_x^2-S_y^2)=\tfrac12E(S_+^2+S_-^2)$, which exchanges $|{+1}\rangle$ and $|{-1}\rangle$. It therefore moves $|s\rangle$ to $D+E$ and $|a\rangle$ to $D-E$. At zero axial field, a field along $x$ acts through $|s\rangle$, so $\alpha$ is multiplied by $D/(D+E)$; for a rough $E=5$ MHz this lowers its magnitude by 0.17 % (a field along $y$ acts through $|a\rangle$, the factor is $D/(D-E)$, and the magnitude rises by as much). Warming by 50 K, with a rough drift of $-0.07$ MHz/K in $D$ and with $A_\perp$ held fixed, raises it by 0.12 %. In a real centre $A_\perp$ also drifts, and a fall of only 0.12 % over the same range would cancel this rise, so the sign of the total change is not settled here. Neither the strain nor the drift of $D$ is important at the accuracy of the parameters.

The preparation and lifetime of the electron state matter more. At 300 K the thermal population of $m_s=0$ is 0.333, practically one third, since $D$ is tiny compared with the thermal energy. The electron must therefore be pumped into $m_s=0$, which can be done with light. In $m_s=\pm1$ the term $A_\parallel S_zI_z$ moves the nuclear resonance by about 3 MHz, far from the 43 kHz drive. Suppose that the population of $m_s=0$ relaxes exponentially towards one third, with a rough relaxation time of 5 ms. During the 146 μs pulse its excess over one third decays by the fraction $1-e^{-0.146/5}$, or 2.9 %. If the pumping is complete, the excess is two thirds at the start, so the population of $m_s=0$ falls by 1.9 %. The electron leaves at a random moment of the pulse, when the nucleus is on average half flipped, so the added flip error is about 1 %, which for these values exceeds the flip error of the isolated six-level model. Incomplete pumping adds to this directly, because the fraction left in $m_s=\pm1$ is not flipped by the drive.

The derivation fails when $D-|b|$ becomes comparable with the hyperfine constants, close to the axial field $D/\gamma_e=102.4$ mT. For the nitrogen-15 parameters and a weak drive, the formula for the hyperfine part is still within 1.5 % of diagonalization at 100 mT, but it is about 50 % too high at 102.3 mT. There one of the states $m_s=\pm1$ comes close to $m_s=0$, the mixing is no longer small, and the divergence of the formula signals its breakdown, not an unlimited response. The levels must then be diagonalized together. For a weak transverse field and an axial field of up to 30 mT, the hyperfine part of $\gamma_\perp$ stays within 10 % of $2\gamma_eA_\perp/D$. The enhancement needs no electron transition to be driven: the electron follows the slow transverse field while remaining in its $m_s=0$ branch. Further computed values are given in the numerical output.

## Calculated quantities

```
D = 2870 MHz (rough)
A_perp = 3.7 MHz (rough)
A_par = 3.0 MHz (rough)
gamma_n = -4.3 MHz/T (rough)
gamma_e, free electron = 28025.0 MHz/T
alpha, low field = -16.805
1 + alpha = -15.805
gamma_perp, low-field formula = 67.959 MHz/T
gamma_perp, diagonalization = 67.997 MHz/T
response factor if A_perp changes sign = 17.813
remainder ratio on halving the coupling = 15.95
A_par correction to alpha, exact = 0.0521 %
A_par correction to alpha, formula = 0.0523 %
strong transverse field = 20 mT
<Sx> in that field = -0.3638
gamma_perp there, diagonalization = 63.041 MHz/T
gamma_perp there, mean field = 63.007 MHz/T
axial static field = 10 mT
gamma_e Bz = 280.25 MHz
gamma_perp at this Bz, formula = 68.655 MHz/T
|gamma_perp| at this Bz, dressed states = 68.694 MHz/T
rise of alpha from Bz = 0.963 %
gamma_z at this Bz, formula = -4.3470 MHz/T
nuclear resonance frequency = 43.471 kHz
hyperfine part of it, exact = 0.4707 kHz
hyperfine part of it, formula = 0.4703 kHz
drive amplitude B1 = 0.1 mT
Rabi frequency, formula = 3.4328 kHz
Rabi frequency, propagation = 3.4339 kHz
pi time in ms=0 = 145.7 us
pi time of a bare nucleus = 2325.6 us
flip probability after the pi time = 0.9989
I=1 test, response factor, A_perp=-2.7 MHz: 16.005 (size)
I=1 test, response factor, A_perp=+2.7 MHz: 18.005 (size)
field tilt = 1.0 deg
<Ix>/<Iz>, diagonalization = -0.2758
<Ix>/<Iz>, formula = -0.2757
nuclear axis tilt = 15.42 deg
strain E = 5 MHz (rough)
strain change of alpha, field along x = -0.174 %
thermal drift of D = -0.07 MHz/K (rough)
change of alpha on warming by 50 K = 0.122 %
electron relaxation time = 5 ms (rough)
relaxation chance during the pi time = 2.87 %
thermal ms=0 population at 300 K = 0.33344
```
